**Nonlocal screening in a corner-sharing CuO$_4$ chain by exact diagonalization**

In the hole picture with oxygen level $\Delta$, Cu–O hopping $t$, Cu repulsion $U$ and core-hole repulsion $Q$, a chain with one hole per Cu has a core line at $U_{\rm eff}=E_2-2E_1$, where $E_1$ and $E_2$ are the one- and two-hole ground energies of a unit, and its final state has the core unit empty and a Zhang–Rice singlet on a neighbour. For a weak link $\lambda$ (hopping matrix $t\sqrt{4+\lambda\mathcal A}$ with $\mathcal A$ the adjacency matrix, $\lambda=1$ for corner sharing) the line is lowest for $Q>Q_c=\varepsilon+4t^2/(\Delta-\varepsilon)$, $\varepsilon=E_2-E_1$, and has weight $\lambda^2A^2\sum_j(\tfrac14-\langle\mathbf S_0\cdot\mathbf S_j\rangle)$ with $A$ the first-order overlap amplitude. The program asserts the closed forms for one plaquette, the bound on $E_2$, the reduction of Cu$_3$O$_{10}$ from 1014 to 90 states, and the $\lambda\to0$ limits of position, weight (three values of $Q$, three spin states, four units), exchange $J$ and band width, together with the crossing at $Q_c$. It also asserts the Hellmann–Feynman slope, the first two moments, Lanczos against dense diagonalization, and the absence of the low line for parallel spins and for one Cu among ten oxygens. For $t=1.5$, $\Delta=3$, $U=Q=8$ eV the output shows $U_{\rm eff}=2.34$ eV, a plaquette main line at $3.45$ eV and $Q_c=4.07$ eV. Cu$_3$O$_{10}$ has lines at $2.35$ eV (weight $0.31$, singlet character $0.83$) and $3.87$ eV (weight $0.41$), the second-order weight $0.49$ overshoots at $\lambda=1$, and in Cu$_5$O$_{16}$ the low line spreads from $2.21$ to $2.89$ eV.

## Program and output

```python
# Nonlocal screening in Cu core-level photoemission of a corner-sharing CuO4 chain.
# Hole picture, eV. d level 0, O level D, Cu-O hopping -t, repulsion U on Cu, final
# Hamiltonian Hf = H + Q n_d(core). Line: omega = Ef - Eg, weight |<f|g>|^2.
# Reduced model (exact for tpp=0): orbitals d_j, L_j, hopping -V, V = t sqrt(4 + lam A),
# A adjacency; lam=1 corner sharing, lam=0 isolated units; T=2t, w=t/4.
# E1, E2: one- and two-hole ground energies of a unit; Z=(alpha,beta,gamma) in (dd,dL,LL).
# Claims: a line at Ueff=E2-2E1 (core unit empty, Z on a neighbour), lowest iff Q>Qc,
# weight lam^2 A^2 sum_j(1/4-<S0.Sj>); absent for one Cu or for parallel spins.
import numpy as np
from itertools import combinations
from scipy import sparse
from scipy.sparse.linalg import eigsh
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

t, D, U, Q, tpp = 1.5, 3.0, 8.0, 8.0, 0.5
T, w, r2 = 2*t, t/4, np.sqrt(2.0)

def configs(norb, n):
    return [sum(1 << i for i in c) for c in combinations(range(norb), n)]
def sgn(m, i):
    return -1.0 if bin(m & ((1 << i) - 1)).count('1') % 2 else 1.0
def occ(norb, n):
    return np.array([[(m >> i) & 1 for i in range(norb)] for m in configs(norb, n)], float)
def one_body(h, n):
    norb = len(h); cf = configs(norb, n); idx = {m: k for k, m in enumerate(cf)}
    M = np.zeros((len(cf), len(cf)))
    for col, m in enumerate(cf):
        for j in range(norb):
            if (m >> j) & 1:
                m1 = m ^ (1 << j)
                for i in range(norb):
                    if h[i, j] != 0 and not (m1 >> i) & 1:
                        M[idx[m1 | (1 << i)], col] += h[i, j]*sgn(m, j)*sgn(m1, i)
    return M
def annihilator(norb, n, i):
    idx = {m: k for k, m in enumerate(configs(norb, n-1))}; cf = configs(norb, n)
    M = np.zeros((len(idx), len(cf)))
    for col, m in enumerate(cf):
        if (m >> i) & 1:
            M[idx[m ^ (1 << i)], col] = sgn(m, i)
    return M
def many_body(h, cu, nu, nd, Uv=U):
    Tu, Td = sparse.csr_matrix(one_body(h, nu)), sparse.csr_matrix(one_body(h, nd))
    ou, od = occ(len(h), nu), occ(len(h), nd)
    dbl = sum(np.outer(ou[:, i], od[:, i]) for i in cu).ravel()
    H = (sparse.kron(Tu, sparse.identity(len(od))) + sparse.kron(sparse.identity(len(ou)), Td)
         + sparse.diags(Uv*dbl)).tocsr()
    return H, (ou[:, None, :] + od[None, :, :]).reshape(-1, len(h))
def reduced(N, lam, Dv=D, tv=t):
    e, v = np.linalg.eigh(4*np.eye(N) + lam*(np.eye(N, k=1) + np.eye(N, k=-1)))
    V = tv*(v*np.sqrt(e)) @ v.T
    return np.block([[np.zeros((N, N)), -V], [-V, Dv*np.eye(N)]])
def full(N, Dp, tp):
    n = 4*N + 1; h = np.zeros((n, n))
    h[np.arange(N, n), np.arange(N, n)] = Dp
    for j in range(N):
        chain, side = (N+j, N+j+1), (2*N+1+2*j, 2*N+2+2*j)
        for p in chain + side:
            h[j, p] = h[p, j] = -t
        for p in chain:
            for q in side:
                h[p, q] = h[q, p] = -tp
    return h
def spectrum(h, cu, core, nu, nd, Qv=Q, state=0):
    H, n = many_body(h, cu, nu, nd); H = H.toarray()
    E, v = np.linalg.eigh(H); Ef, vf = np.linalg.eigh(H + np.diag(Qv*n[:, core]))
    wt = (vf.T @ v[:, state])**2
    return dict(om=Ef-E[state], wt=wt, vf=vf, n=n, E=E, g=v[:, state],
                low=int(np.argmax(wt > 1e-6)))
def chain(N, lam, Qv=Q, state=0):
    return spectrum(reduced(N, lam), range(N), (N-1)//2, (N+1)//2, N//2, Qv, state)
def resolvent(om, wt):
    return np.array([np.sum(wt/(x + 0.3j - om)) for x in np.linspace(1, 14, 27)])
def lanczos(H, v, m):
    m = min(m, len(v)); B = np.zeros((m, len(v))); a, b = [], []
    for k in range(m):
        B[k] = v; x = H @ v; a.append(v @ x)
        for _ in range(2):
            x = x - B[:k+1].T @ (B[:k+1] @ x)
        nb = np.linalg.norm(x)
        if nb < 1e-8 or k == m-1:
            break
        b.append(nb); v = x/nb
    e, s = eigh_tridiagonal(np.array(a), np.array(b))
    return e, s[0]**2, B[:len(a)].T @ s
def zr_weight(vec, N, nu, nd, core, Zm):
    ou, od = occ(2*N, nu-1), occ(2*N, nd-1)
    Psi = vec.reshape(len(configs(2*N, nu)), -1); tot = 0.0
    for j in [k for k in range(N) if k != core]:
        o = (j, N+j); bl = [j, N+j, core, N+core]
        Phi = sum(Zm[a, b]*annihilator(2*N, nu, o[a]) @ Psi @ annihilator(2*N, nd, o[b]).T
                  for a in range(2) for b in range(2))
        tot += (Phi[np.ix_(ou[:, bl].sum(1) == 0, od[:, bl].sum(1) == 0)]**2).sum()
    return tot
def richardson(f, l=0.04):
    return (4*f(l) - f(2*l))/3

# ---- derived formulas
E1 = D/2 - np.sqrt(D*D/4 + T*T)
c, s = np.array([T, -E1])/np.hypot(T, E1)
En, Zn = np.linalg.eigh(np.array([[U, -r2*T, 0], [-r2*T, D, -r2*T], [0, -r2*T, 2*D]]))
E2 = En[0]; al, be, ga = np.abs(Zn[:, 0])
md, mL = c*be + r2*s*ga, r2*c*al + s*be
Ueff, UT, eps = E2 - 2*E1, D - 2*E1, E2 - E1
Qc, tZ = eps + T*T/(D - eps), w*md*mL
Mn = -w*(c*(c*Zn[1] + r2*s*Zn[2]) + s*(r2*c*Zn[0] + s*Zn[1]))
J2 = 2*(np.sum(Mn**2/(En - 2*E1)) - (w*(c*c - s*s))**2/UT)
def core_unit(Qv):
    Ec = (Qv+D)/2 + np.array([-1, 1])*np.sqrt((Qv-D)**2/4 + T*T)
    x, y = T/np.hypot(T, Qv-Ec), (Qv-Ec)/np.hypot(T, Qv-Ec)
    om, o, M = Ec - E1, x*c + y*s, -w*(x*md + y*mL)
    terms = M*o*om/(Ueff*(Ueff - om))
    return om, o, M, terms, x, y
om1, o1, M1, terms, x1, y1 = core_unit(Q)
Qeff, A = om1[0], terms.sum(); mid = (Ueff + Qeff)/2
Zm = np.array([[al, be/r2], [be/r2, ga]])

# ---- single unit, with and without tpp
for Dp, tp in ((D, 0.0), (D + 2*tpp, tpp)):
    r = spectrum(full(1, Dp, tp), [0], 0, 1, 0); k = r['wt'] > 1e-10
    assert k.sum() == 2 and np.allclose(r['om'][k], om1) and np.allclose(r['wt'][k], o1**2)
assert abs(np.linalg.eigvalsh(many_body(full(1, D, 0), [0], 1, 1)[0].toarray())[0] - E2) < 1e-10
for Dv in (1.0, 3.0, 6.0):
    for tv in (0.3, 1.5):
        for Uv in (2.0, 8.0, 1e4):
            h = reduced(1, 0, Dv, tv)
            e2 = np.linalg.eigvalsh(many_body(h, [0], 1, 1, Uv)[0].toarray())[0]
            bound = 1.5*Dv - np.sqrt(Dv*Dv/4 + 8*tv*tv)
            assert e2 <= bound + 1e-8 and bound < np.linalg.eigvalsh(h)[0] + Dv
# ---- exact reduction of Cu3O10
R, F = chain(3, 1.0), spectrum(full(3, D, 0.0), range(3), 1, 2, 1)
assert abs(R['E'][0] - F['E'][0]) < 1e-9
assert np.allclose(resolvent(R['om'], R['wt']), resolvent(F['om'], F['wt']), atol=1e-8)
# ---- weak link: position, weight, spin dependence, exchange, crossing
def nl_weight(N, lam, Qv=Q, state=0):
    r = chain(N, lam, Qv, state)
    return r['wt'][r['om'] < (Ueff + core_unit(Qv)[0][0])/2].sum()
for Qv in (6.0, 8.0, 12.0):
    A2 = core_unit(Qv)[3].sum()**2
    assert abs(richardson(lambda l: chain(3, l, Qv)['om'][0]) - Ueff) < 1e-4
    for st, P in ((0, 1.5), (1, 0.5)):
        assert abs(richardson(lambda l: nl_weight(3, l, Qv, st)/l**2)/(A2*P) - 1) < 1e-3
    assert nl_weight(3, 0.08, Qv, 2) < 1e-12
Iw = [richardson(lambda l: nl_weight(3, l, Q, st)/l**2) for st in range(3)]
for N, st, fac in ((2, 1, 1.0), (3, 1, 1.0), (3, 2, 1.5)):
    gap = richardson(lambda l: (chain(N, l)['E'][st] - chain(N, l)['E'][0])/l**2)
    assert J2 > 0 and abs(gap/(fac*J2) - 1) < 1e-3
rs = chain(3, 0.04)
assert zr_weight(rs['vf'][:, rs['low']], 3, 2, 1, 1, Zm) > 0.99
H02, n02 = many_body(reduced(3, 0.02), range(3), 2, 1); H02 = H02.toarray()
def n_core_lowest(Qv):
    v = np.linalg.eigh(H02 + np.diag(Qv*n02[:, 1]))[1][:, 0]
    return v**2 @ (n02[:, 1] + n02[:, 4])
Qx = brentq(lambda q: n_core_lowest(q) - 0.5, Qc-1, Qc+1)
assert abs(Qx - Qc) < 0.01 and n_core_lowest(Qc-0.5) > 0.98 and n_core_lowest(Qc+0.5) < 0.02
# ---- four units, core on the second: Heisenberg bond singlet weights and band width
sp = [np.array([[0, .5], [.5, 0]]), np.array([[0, -.5j], [.5j, 0]]), np.diag([.5, -.5])]
bond = [sum(np.kron(np.kron(np.eye(2**j), np.kron(a, a)), np.eye(2**(2-j))) for a in sp).real
        for j in range(3)]
gh = np.linalg.eigh(sum(bond))[1][:, 0]
P4 = sum(0.25 - gh @ bond[j] @ gh for j in (0, 1))
r4 = {l: chain(4, l) for l in (0.04, 0.08)}
I4 = richardson(lambda l: r4[l]['wt'][r4[l]['om'] < mid].sum()/l**2)
wd = {l: np.ptp(r4[l]['om'][r4[l]['om'] < mid])/l for l in r4}
W4 = 2*wd[0.04] - wd[0.08]
assert abs(I4/(A*A*P4) - 1) < 1e-3 and abs(W4/(2*tZ) - 1) < 1e-2
# ---- corner-sharing trimer
lo = R['low']; vlo = R['vf'][:, lo]; nR = R['n']
n0 = (R['vf']**2).T @ (nR[:, 1] + nR[:, 4]); nd_f = vlo**2 @ nR[:, 1]
zr = zr_weight(vlo, 3, 2, 1, 1, Zm); nd_g = R['g']**2 @ nR[:, 1]
slope = (chain(3, 1.0, Q+1e-4)['om'][lo] - chain(3, 1.0, Q-1e-4)['om'][lo])/2e-4
assert abs(slope - nd_f) < 1e-6 and nd_f < x1[0]**2
assert R['om'][lo] < Qeff - 0.5 and R['wt'][lo] > 0.1 and n0[lo] < 0.5 and zr > 0.5
assert abs(R['wt'] @ R['om'] - Q*nd_g) < 1e-9 and abs(nd_g - c*c) < 0.1
assert abs(R['wt'] @ R['om']**2 - Q*Q*(R['g']**2 @ nR[:, 1]**2)) < 1e-8
loc = int(np.argmax(R['wt']*((R['om'] > mid) & (R['om'] < 7))))
assert R['om'][loc] > Qeff and n0[loc] > 0.5
# ---- polarised chain against free-hole determinants and the S=3/2, Sz=1/2 state
h3 = reduced(3, 1.0); Pz = spectrum(h3, range(3), 1, 3, 0); S32 = chain(3, 1.0, Q, 2)
e0, u0 = np.linalg.eigh(h3); e1, u1 = np.linalg.eigh(h3 + Q*np.diag(np.eye(6)[1]))
pl = Pz['low']
assert abs(Pz['om'][pl] - (e1[:3].sum() - e0[:3].sum())) < 1e-10
assert abs(Pz['wt'][pl] - np.linalg.det(u0[:, :3].T @ u1[:, :3])**2) < 1e-10
assert np.allclose(resolvent(Pz['om'], Pz['wt']), resolvent(S32['om'], S32['wt']), atol=1e-8)
n0p = Pz['vf'][:, pl]**2 @ (Pz['n'][:, 1] + Pz['n'][:, 4])
assert abs(Pz['om'][pl] - Qeff) < 0.2 and n0p > 0.9
# ---- oxygen-oxygen hopping: three Cu against one Cu in the same oxygen network
hp = full(3, D + 2*tpp, tpp); G3 = spectrum(hp, range(3), 1, 2, 1)
keep = [1] + list(range(3, 13)); G1 = spectrum(hp[np.ix_(keep, keep)], [0], 0, 1, 0)
a3, a1 = G3['low'], G1['low']; nd3 = G3['vf'][:, a3]**2 @ G3['n'][:, 1]
assert abs(G1['om'][a1] - Qeff) < 0.2 and G3['om'][a3] < G1['om'][a1] - 0.5
assert G3['wt'][a3] > 0.1 and nd3 < x1[0]**2
# ---- Lanczos, checked on the trimer, then five units
H3, _ = many_body(h3, range(3), 2, 1)
e, wt, _ = lanczos(H3 + sparse.diags(Q*nR[:, 1]), R['g'], 90)
assert np.allclose(resolvent(e - R['E'][0], wt), resolvent(R['om'], R['wt']), atol=1e-7)
H5, n5 = many_body(reduced(5, 1.0), range(5), 3, 2)
E5, g5 = eigsh(H5, k=1, which='SA', v0=np.random.default_rng(1).normal(size=H5.shape[0]))
g5 = g5[:, 0]; Hf5 = (H5 + sparse.diags(Q*n5[:, 2])).tocsr()
ea, wa, _ = lanczos(Hf5, g5, 220); e5, w5, v5 = lanczos(Hf5, g5, 300)
om5 = e5 - E5[0]; l5 = int(np.argmax(w5 > 1e-6)); n05 = (v5**2).T @ (n5[:, 2] + n5[:, 7])
assert abs(wa[ea - E5[0] < mid].sum() - w5[om5 < mid].sum()) < 1e-4
assert np.linalg.norm(Hf5 @ v5[:, l5] - e5[l5]*v5[:, l5]) < 1e-6
assert abs(w5 @ om5 - Q*(g5**2 @ n5[:, 2])) < 1e-7
assert om5[l5] < Qeff - 0.5 and n05[l5] < 0.5

print(f"inputs: t={t} D={D} U={U} Q={Q} tpp={tpp} eV; T={T} w={w} eV")
print(f"E1={E1:.4f} eV, c={c:.4f}, s={s:.4f}, c^2={c*c:.4f}")
print(f"core unit levels: {om1[0]+E1:.4f}, {om1[1]+E1:.4f} eV")
print(f"core states (x,y): ({x1[0]:.4f},{y1[0]:.4f}), ({x1[1]:.4f},{y1[1]:.4f})")
print(f"CuO4 main line Qeff={Qeff:.4f} eV, o={o1[0]:.4f}, weight {o1[0]**2:.4f}")
print(f"CuO4 satellite {om1[1]:.4f} eV, o={o1[1]:.4f}, weight {o1[1]**2:.4f}")
print(f"singlet energies: {En[0]:.4f}, {En[1]:.4f}, {En[2]:.4f} eV")
print(f"Z: alpha={al:.4f} beta={be:.4f} gamma={ga:.4f}")
print(f"Ueff={Ueff:.4f} eV, Qeff-Ueff={Qeff-Ueff:.4f} eV, triplet line {UT:.4f} eV")
print(f"window edge (Ueff+Qeff)/2={mid:.4f} eV")
print(f"eps={eps:.4f} eV, Qc={Qc:.4f} eV, crossing at lam=0.02: {Qx:.4f} eV")
print(f"md={md:.4f} mL={mL:.4f}; M-={M1[0]:.4f} M+={M1[1]:.4f} |M(a)|={abs(Mn[0]):.4f} eV")
print(f"amplitude terms {terms[0]:.4f}, {terms[1]:.4f}; A={A:.4f}, A^2={A*A:.4f}")
print(f"J/lam^2={J2:.4f} eV; trimer doublet gap at lam=1: {R['E'][1]-R['E'][0]:.4f} eV")
print(f"trimer I/lam^2 formula: {1.5*A*A:.4f}, {0.5*A*A:.4f}, {0.0*A:.4f}")
print(f"trimer I/lam^2 exact, lam->0: {Iw[0]:.4f}, {Iw[1]:.4f}, {abs(Iw[2]):.4f}")
print(f"N=4: sum P={P4:.4f}, formula {A*A*P4:.4f}, exact {I4:.4f}")
print(f"tZ={tZ:.4f} eV; N=4 width/lam exact {W4:.4f}, formula {2*tZ:.4f} eV")
for l in (0.5, 1.0):
    print(f"trimer lam={l}: nonlocal weight exact {nl_weight(3, l):.4f}, 2nd order {1.5*A*A*l*l:.4f}")
print(f"Cu3O10: dims full {len(F['E'])}, reduced {len(R['E'])}; Eg={R['E'][0]:.4f}, 3E1={3*E1:.4f} eV")
for k in sorted(np.argsort(-R['wt'])[:7]):
    print(f"  Cu3O10 line {R['om'][k]:.4f} eV, weight {R['wt'][k]:.4f}, holes on core unit {n0[k]:.3f}")
print(f"lowest line {R['om'][lo]:.4f} eV, below Qeff by {Qeff-R['om'][lo]:.4f} eV")
print(f"lowest line: weight of (core empty, Z on neighbour) {zr:.4f}")
print(f"d omega/dQ: lowest line {slope:.4f}, CuO4 main line {x1[0]**2:.4f}")
print(f"local line {R['om'][loc]:.4f} eV; lowest-to-local splitting {R['om'][loc]-R['om'][lo]:.4f} eV")
print(f"<n_d0>_g Cu3O10 {nd_g:.4f}; centroid {Q*nd_g:.4f} eV, CuO4 {Q*c*c:.4f} eV")
print(f"polarised: lowest {Pz['om'][pl]:.4f} eV, weight {Pz['wt'][pl]:.4f}, core-unit holes {n0p:.3f}")
print(f"tpp on, Dp={D+2*tpp} eV, one Cu in O10: {G1['om'][a1]:.4f} eV, weight {G1['wt'][a1]:.4f}")
print(f"tpp on, Cu3O10: {G3['om'][a3]:.4f} eV, weight {G3['wt'][a3]:.4f}, n_d0 {nd3:.4f}")
print(f"Cu5O16: dim {H5.shape[0]}, lowest {om5[l5]:.4f} eV, weight {w5[l5]:.4f}")
print(f"Cu5O16: weight below window edge {w5[om5 < mid].sum():.4f}")
for k in sorted(np.argsort(-w5*(om5 < mid))[:4]):
    if om5[k] < mid and w5[k] > 1e-4:
        print(f"  Cu5O16 line {om5[k]:.4f} eV, weight {w5[k]:.4f}, holes on core unit {n05[k]:.3f}")
print("every check passed")
```

It prints:

```
inputs: t=1.5 D=3.0 U=8.0 Q=8.0 tpp=0.5 eV; T=3.0 w=0.375 eV
E1=-1.8541 eV, c=0.8507, s=0.5257, c^2=0.7236
core unit levels: 1.5949, 9.4051 eV
core states (x,y): (0.4242,0.9056), (0.9056,-0.4242)
CuO4 main line Qeff=3.4490 eV, o=0.8369, weight 0.7004
CuO4 satellite 11.2592 eV, o=0.5473, weight 0.2996
singlet energies: -1.3657, 6.8931, 11.4726 eV
Z: alpha=0.3654 beta=0.8066 gamma=0.4646
Ueff=2.3425 eV, Qeff-Ueff=1.1065 eV, triplet line 6.7082 eV
window edge (Ueff+Qeff)/2=2.8958 eV
eps=0.4884 eV, Qc=4.0718 eV, crossing at lam=0.02: 4.0719 eV
md=1.0316 mL=0.8636; M-=-0.4574 M+=-0.2130 |M(a)|=0.4993 eV
amplitude terms 0.5093, 0.0628; A=0.5722, A^2=0.3274
J/lam^2=0.2050 eV; trimer doublet gap at lam=1: 0.1879 eV
trimer I/lam^2 formula: 0.4911, 0.1637, 0.0000
trimer I/lam^2 exact, lam->0: 0.4911, 0.1637, 0.0000
N=4: sum P=1.4330, formula 0.4692, exact 0.4692
tZ=0.3341 eV; N=4 width/lam exact 0.6682, formula 0.6682 eV
trimer lam=0.5: nonlocal weight exact 0.1065, 2nd order 0.1228
trimer lam=1.0: nonlocal weight exact 0.3078, 2nd order 0.4911
Cu3O10: dims full 1014, reduced 90; Eg=-5.7821, 3E1=-5.5623 eV
  Cu3O10 line 2.3513 eV, weight 0.3078, holes on core unit 0.176
  Cu3O10 line 3.8676 eV, weight 0.4092, holes on core unit 0.865
  Cu3O10 line 6.8626 eV, weight 0.0031, holes on core unit 0.027
  Cu3O10 line 10.2349 eV, weight 0.0117, holes on core unit 0.737
  Cu3O10 line 10.8122 eV, weight 0.0424, holes on core unit 0.440
  Cu3O10 line 11.5911 eV, weight 0.2140, holes on core unit 0.844
  Cu3O10 line 16.2699 eV, weight 0.0036, holes on core unit 1.954
lowest line 2.3513 eV, below Qeff by 1.0976 eV
lowest line: weight of (core empty, Z on neighbour) 0.8268
d omega/dQ: lowest line 0.0399, CuO4 main line 0.1799
local line 3.8676 eV; lowest-to-local splitting 1.5163 eV
<n_d0>_g Cu3O10 0.6925; centroid 5.5402 eV, CuO4 5.7889 eV
polarised: lowest 3.4595 eV, weight 0.6830, core-unit holes 1.000
tpp on, Dp=4.0 eV, one Cu in O10: 3.3687 eV, weight 0.6818
tpp on, Cu3O10: 2.2844 eV, weight 0.4289, n_d0 0.0536
Cu5O16: dim 5400, lowest 2.2130 eV, weight 0.1991
Cu5O16: weight below window edge 0.2856
  Cu5O16 line 2.2130 eV, weight 0.1991, holes on core unit 0.110
  Cu5O16 line 2.4515 eV, weight 0.0086, holes on core unit 0.061
  Cu5O16 line 2.8884 eV, weight 0.0780, holes on core unit 0.107
every check passed
```
